Appendix: Nozières' local Fermi liquid and the Wilson ratio

A.1 What fails without the quasiparticle interaction

An impurity solver delivers a narrow resonance of half width Γ̃ at the Fermi level. If this resonance is treated as a free level, its density of states fixes both the specific-heat coefficient and the spin susceptibility, and the Wilson ratio comes out as R = 1. For the symmetric Anderson model at U = 10Γ, the numerical renormalization group (NRG) gives R between 1.994 and 1.996, depending on the route (A.10). The free level has the right specific heat and half the right susceptibility. It fails worse for the charge response. With Γ = 10 meV, raising the chemical potential by 0.5 meV would move the phase shift of a rigid resonance by 0.6551 rad, and the computed change is 0.00324 rad.

The opposite shortcut, setting R = 2 whenever the phase shift at the Fermi level is π/2, also fails. The symmetric model has that phase shift at every U, and at U = 3Γ its Wilson ratio is 1.741. One further parameter φ, next to the slope α of the phase shift, repairs both errors through R = 1 + φ/α. The value 2 requires that the resonance follow the Fermi level when the Fermi level is moved.

A.2 Assumptions and conventions

The impurity has spin 1/2, couples to one conduction channel, and is fully screened, so that the ground state is a nondegenerate singlet. The band is flat, with half width D much larger than every impurity scale. Impurity and band have the same g-factor. Temperature, field and excitation energies are small compared with the width of the resonance. The spin label is σ = +1 (↑) or −1 (↓), the Zeeman energy is −σh with h = gμ_B B/2, and ħ = 1. Energies are measured from the zero-field Fermi level. The concrete model is

H = Σ ε_k c†_kσ c_kσ + V Σ (c†_kσ d_σ + h.c.) + ε_d (n_d↑ + n_d↓) + U n_d↑ n_d↓

with hybridization function Δ(z) = Σ_k V²/(z − ε_k) and Γ = −Im Δ(0 + i0). The symmetric point is ε_d = −U/2.

A.3 The phase shift counts states

Place the impurity at the centre of a spherical box of radius L. Outside the impurity the radial wave is sin(kr + δ), and the wall requires kL + δ = nπ. The number of levels of one spin below energy ε is therefore

N(ε) = [k(ε)L + δ(ε)]/π

With ε linear in k and velocity v, the host term has slope ρ = L/(πv), the number of box levels per unit energy and spin. Three statements follow. The wave number of level n changes by −δ/L, so its energy changes by −vδ/L = −δ/(πρ). The impurity adds a density of states Δρ_σ = δ_σ′(ε)/π. If spin σ is filled up to μ_σ, the impurity displaces

ΔN_σ = δ_σ(μ_σ)/π      (1)

electrons, which is the Friedel sum rule. A positive δ lowers the levels and adds charge.

The branch of δ is fixed by the noninteracting level. Each eigenvalue E contributes Im ln(E − ω − i0) = −π if E < ω and 0 otherwise, so N(ω) = −(1/π) Im ln det(H − ω − i0). Eliminating the band block of the determinant gives det(H − z)/det(H_band − z) = ε_d − z + Δ(z). With Δ(ω + i0) = Re Δ − iΓ,

δ(ω) = arg(ε_d + Re Δ − ω + iΓ),   cot δ = (ε_d + Re Δ − ω)/Γ,   0 < δ < π      (2)

A level far above ω has δ → 0 and a level far below has δ → π. In the numerical check, a level with V = 0.5 and ε_d = 0.1 (unit: the hopping) on a 3000-site chain displaces 0.3790 electrons by direct diagonalization at T = 0.005, against δ/π = 0.3789.

With interaction, (1) rests on the Fermi-liquid assumption: the low-lying many-body states are labelled by occupations of the same levels n, connected continuously to U = 0, so the count is unchanged. ΔN_σ includes charge displaced in the band. Since U acts only on d, the equations of motion give the exact change of the band Green function, Σ_k δG_kk(z) = G_d(z) Σ_k V²/(z − ε_k)² = −Δ′(z) G_d(z). For a flat band Δ(iω) = −i(2Γ/π) arctan(D/ω) for ω > 0, whose slope at ω ≪ D has magnitude 2Γ/(πD). The charge displaced in the band is thus of order Γ/D electrons, which is also its order relative to ⟨n_dσ⟩ for a level near resonance, and in the wide-band limit ΔN_σ = ⟨n_dσ⟩.

A.4 The phase shift as a functional of the occupations

Far below the resonance width the singlet cannot be broken, only polarized virtually. Inelastic scattering of a quasiparticle of energy ε needs a particle-hole pair, and the Pauli principle limits the phase space to order ε². To first order in ε the scattering is elastic and described by a real phase shift. That phase shift depends on ε, and also on the occupations of the other levels, because one electron polarizes the singlet and a second one feels the polarization.

Choose a reference energy ε0 and a reference state with all levels below ε0 filled. For a distribution n_σ(ε) define the excess

δN_σ = ∫ dε [n_σ(ε) − θ(ε0 − ε)]

This has the dimension of energy, and ρ δN_σ is the number of excess quasiparticles. The impurity part of the energy is expanded in δn = n − θ, with sums over box levels:

δE = −(1/πρ) Σ_εσ [δ0 + α(ε − ε0)] δn_σ(ε) + (φ/πρ²) Σ_ε Σ_ε′ δn_↑(ε) δn_↓(ε′)      (3)

The derivative of δE with respect to one occupation is the shift of that level, which A.3 equates to −δ_σ/(πρ). For spin ↑ the second term gives (φ/πρ²) Σ δn_↓ = (φ/πρ²) ρ δN_↓ = φ δN_↓/(πρ). Multiplying the derivative by −πρ, and treating ↓ in the same way,

δ_σ(ε) = δ0 + α(ε − ε0) − φ δN_−σ      (4)

Both α and φ have the dimension of inverse energy, and φ > 0 is a repulsion, since it raises the energy in (3). The same φ appears for both spins because both derive from one mixed second derivative of δE.

Equation (3) has no equal-spin term, and the results below depend on this. The interaction acts only at the impurity, so its amplitude Γ_σσ′(ε1, ε2; ε3, ε4) is a smooth function of the four energies, multiplying c†_1σ c†_2σ′ c_4σ′ c_3σ. For σ = σ′ the operator product changes sign under 1 ↔ 2 and under 3 ↔ 4, so only the part of the amplitude antisymmetric in each pair survives. A constant drops out: its direct and exchange contributions to δE cancel. The lowest surviving form is (ε1 − ε2)(ε3 − ε4), which contributes a kernel (ε − ε′)² to (3), two orders in energy beyond φ. For opposite spins there is no exchange term and the constant survives. The NRG value of the equal-spin coefficient at U = 10Γ is 0.053/Γ, or 0.3% of α = 15.366/Γ.

A.5 Specific heat

Set ε0 = 0 and hold the chemical potential at 0, as the host does. At temperature T the distribution is the Fermi function f. Since f(ε) − θ(−ε) is odd in ε,

δN_σ = ∫ dε [f(ε) − θ(−ε)] = 0

so φ does not shift the levels at this order, and Δρ_σ = α/π. The entropy is that of fermion levels with occupation f. With x = |ε|/k_BT, one level carries k_B s(x), where s(x) = ln(1 + e^−x) + x/(e^x + 1). Expanding in powers of e^−x and integrating term by term,

∫0^∞ ln(1 + e^−x) dx = Σ_m (−1)^(m+1)/m² = π²/12

∫0^∞ x/(e^x + 1) dx = Σ_m (−1)^(m+1)/m² = π²/12

Both signs of ε together give 2(π²/12 + π²/12) = π²/3. With two spins, S = 2(α/π)(π²/3)k_B²T. Because S is linear in T, C = T dS/dT = S, and

γ = C/T = (π²k_B²/3)(2α/π)      (5)

On the chain of A.3, one spin gives S/T = 3.1580 against πα/3 = 3.1596. That φ stays out of γ is tested separately: α_S, obtained from the many-body NRG entropy, is 15.399/Γ at U = 10Γ, where φ = 15.293/Γ is as large as α, and it agrees with α from the one-particle level to 0.2% of α.

A.6 Spin and charge response at T = 0

A uniform field adds −h(N_↑ − N_↓), which commutes with H. It is equivalent to chemical potentials μ_σ = σh for the unchanged H. The opposite spin is then filled to −σh, so δN_−σ = −σh. Equation (4) at the Fermi level of spin σ gives

δ_σ(μ_σ) = δ0 + ασh − φ(−σh) = δ0 + σ(α + φ)h

By (1), ΔN_↑ − ΔN_↓ = 2(α + φ)h/π. The impurity moment is M = (gμ_B/2)(ΔN_↑ − ΔN_↓), and dh/dB = gμ_B/2, so

χ_s ≡ d(ΔN_↑ − ΔN_↓)/dh = 2(α + φ)/π,   χ = dM/dB = (gμ_B/2)² χ_s      (6)

The field removes ↓ electrons, which relieves the repulsion on ↑ electrons and raises their phase shift further.

A shift of the common chemical potential gives μ_σ = μ and δN_−σ = μ, so

δ_σ(μ) = δ0 + (α − φ)μ,   χ_c ≡ d(ΔN_↑ + ΔN_↓)/dμ = 2(α − φ)/π      (7)

Here the added electrons of opposite spin oppose the rise. The numerical check in A.9 shifts only the impurity level, which is equivalent in the wide-band limit. Measure the energies of spin σ from μ_σ: the level becomes ε_d − μ_σ and the band edges move by −μ_σ. Moving the edges of a flat band changes Δ near the Fermi level only by order Γμ_σ/D. In the wide-band limit, therefore, χ_s = d(n_d↑ − n_d↓)/dh for levels ε_d − σh, and χ_c = −d⟨n_d⟩/dε_d.

Adding (6) and (7) removes φ:

χ_s + χ_c = 4α/π      (8)

This is the Yamada–Yosida identity. An equal-spin term φ′ in (4) would replace α by α − φ′ in (6), (7) and (8) but not in (5), so (8) with α taken from the entropy is a second test of its absence.

The Wilson ratio compares χ/γ with its value for free electrons. For the host, N_↑ − N_↓ = 2ρh gives χ0 = (gμ_B/2)² 2ρ, and γ0 = (π²k_B²/3) 2ρ. Hence χ0/γ0 = 3(gμ_B)²/(4π²k_B²), and

R = (χ/γ)/(χ0/γ0) = 4π²k_B² χ/[3(gμ_B)² γ] = χ_s/(2α/π)

Inserting (6) gives the first form below. Inserting 2α/π = (χ_s + χ_c)/2 from (8) gives the second:

R = 1 + φ/α = 2/(1 + χ_c/χ_s)      (9)

The ground-state energy is the minimum over states of a function linear in ε_d and in h, hence concave in both, so the local χ_c and χ_s are non-negative. In the wide-band limit this bounds the ratio, 0 ≤ R ≤ 2, or |φ| ≤ α. The upper end is reached only if χ_c/χ_s vanishes.

A.7 Pinning

The reference ε0 is arbitrary, so the phase shift of a given level in a given distribution cannot depend on it. Move ε0 to ε0 + η. The reference state gains a slice of width η, so δN_−σ becomes δN_−σ − η. Equating the two expansions,

δ0(ε0 + η) + α(ε − ε0 − η) − φ(δN_−σ − η) = δ0(ε0) + α(ε − ε0) − φ δN_−σ

The changes of α and φ with ε0 multiply small quantities and are of second order. The terms linear in η give

dδ0/dε0 = α − φ = πχ_c/2      (10)

Here δ0(ε0) is the Fermi-level phase shift of the ground state filled to ε0, which is why (10) reproduces (7). Invariance alone does not fix φ. It is fixed by a physical input about δ0.

That input has a direct picture. Let δ0 = π/2 at μ = 0 and define the resonance position ε_r as the energy where δ = π/2. For a sea filled to μ, (4) gives αε_r − φμ = 0, so

ε_r = (φ/α) μ,   μ − ε_r = (1 − φ/α) μ = (2 − R) μ      (11)

For φ = 0 the resonance stays where it is. For φ = α it moves rigidly with the Fermi level. Pinning means the second case: dδ0/dε0 is negligible against α. Then (10) gives φ = α and (9) gives

R = 2

and (6) becomes χ_s = 4α/π. With the definition k_BT_K ≡ 1/χ_s, equivalent to χ = (gμ_B)²/(4k_BT_K), both parameters are set by one scale, α = φ = π/(4k_BT_K).

Pinning differs from δ0 = π/2. At the symmetric point particle-hole symmetry gives ⟨n_dσ⟩ = 1/2 and, by (1), δ0 = π/2 for any U. That fixes the value of δ0 at one μ and says nothing about its slope.

The slope is small when the impurity charge is frozen. To leading order in Γ, with ε_d < 0 < ε_d + U, the singly occupied level empties with probability Σ V²/(ε_k + |ε_d|)², summed over ε_k > 0, which equals ρV²/|ε_d| = Γ/(π|ε_d|) with Γ = πρV². It fills doubly with probability Γ/[π(ε_d + U)]. So

⟨n_d⟩ ≈ 1 + Γ/(πε_d) + Γ/[π(ε_d + U)],   χ_c ≈ (Γ/π)[1/ε_d² + 1/(ε_d + U)²]

which is 8Γ/(πU²) at the symmetric point. At U = 10Γ this gives 8/(100π) ≈ 0.025 in units of 1/Γ, and the NRG gives 0.0414, so the expression sets the scale and is not a value to use there. As Γ/U → 0, χ_c vanishes, while χ_s at T = 0 diverges because the impurity approaches a free moment. The ratio χ_c/χ_s goes to zero, and expanding (9),

R = 2 − 2χ_c/χ_s + O((χ_c/χ_s)²)

R = 2 is thus the Kondo-limit value, approached from below. The argument does not need symmetry. It needs |ε_d| and ε_d + U large against Γ and, when one of them is much larger than the other, the smaller one must exceed by many Γ the amount (Γ/π) ln(U/Γ) by which virtual charge fluctuations shift the level toward the Fermi level.

A.8 Dictionary to a renormalized level

Expand the self-energy as Σ(ω) ≈ Σ(0) + ωΣ′(0); its imaginary part is of order ω². With z = 1/[1 − Σ′(0)],

G_d(ω) = 1/(ω − ε_d − Σ + iΓ) ≈ z/(ω − ε̃ + iΓ̃),   ε̃ = z[ε_d + Σ(0)],   Γ̃ = zΓ

Equation (2) carries over as cot δ = (ε̃ − ω)/Γ̃. Differentiating, −δ′/sin²δ = −1/Γ̃, so α = sin²δ0/Γ̃, and α = 1/Γ̃ at the symmetric point. Let the quasiparticles on the level interact through Ũ, normal ordered with respect to the ground state and defined as z² times the full zero-energy vertex of the d electrons, so that it is used once and not iterated. Excess ↓ quasiparticles put a weight ρ̃ δN_↓ on the level, with ρ̃ = 1/(πΓ̃) at symmetry. This raises ε̃_↑ by Ũρ̃ δN_↓. Since δ depends on ω − ε̃, it falls by αŨρ̃ δN_↓. Comparing with (4),

α = 1/Γ̃,   φ = Ũ/(πΓ̃²),   R = 1 + Ũ/(πΓ̃)      (12)

at the symmetric point, and pinning reads Ũ = πΓ̃. The self-energy slope gives α alone; φ does not enter Σ at linear order in ω, and A.9 obtains it from two-particle levels and from response functions.

At weak coupling Γ̃ = Γ and Ũ = U, so R ≈ 1 + U/(πΓ). A particle-hole transformation of one spin species maps U to −U at the symmetric point and exchanges χ_s with χ_c. Since R − 1 = (χ_s − χ_c)/(χ_s + χ_c), it is odd in U, so the first correction is cubic, and strong attraction gives R → 0. At U = 0.5Γ the NRG gives 1 + φ/α = 1.158 against 1 + 0.1592.

A.9 Extracting the parameters from NRG levels

The band is replaced by a Wilson chain with sites 0…N, hoppings falling as Λ^(−n/2), energy scale ω_N ∝ Λ^(−N/2) and first-site Green function g00(E). The coupling is V² = cΓ with c = (2D/π)(ln Λ/2)(Λ + 1)/(Λ − 1). The last two factors undo the reduction of Γ by discretization, and the check asserts −Im c g00(iω) = 1 to 0.2% at three frequencies. Take N even, so that impurity plus chain has an even number of sites and a nondegenerate half-filled ground state. Near the fixed point the spectrum is that of a level ε̃ with coupling cΓ̃ to the same chain, and a one-particle energy E is a pole of its Green function, E − ε̃ − cΓ̃ g00(E) = 0, or

s(E) ≡ c g00(E) = (E − ε̃)/Γ̃      (13)

At symmetry ε̃ = 0, and α is the slope of s(E_p) against E_p, the lowest energy with one added electron. Diagonalizing the free chain with this Γ̃ gives the impurity weights w1 and w2 (squared amplitudes) of the two lowest particle levels. First-order perturbation theory in Ũ gives E_↑↓ − 2E_p = Ũ w1² for the lowest state with one added electron of each spin. Two added ↑ electrons must occupy levels 1 and 2, and the excess of their energy over E_1 + E_2, divided by w1w2, measures the equal-spin vertex. The many-body entropy at k_BT proportional to ω_N is compared with that of the free chain, and the ratio of the two slopes in ω_N, times α, is α_S.

Each signal falls as ω_N/Γ̃. Truncation can leave a constant offset, and second-order terms enter at small N. Each slope is therefore the coefficient b of a + bx + b₂x² through three successive even iterations.

For the responses, rerun with levels ε_d − σh or ε_d − Δμ and carry the matrix of n_d↑. Particle-hole symmetry makes ⟨n_d↑⟩ − 1/2 odd in the perturbation, so a one-sided difference has only a cubic error, for the field runs a fraction of the square of the phase change (one third of it for a free level, from arctan x ≈ x − x³/3; with (0.06)² ≈ 0.4% at U = 10Γ this lowers χ_s by 0.1 to 0.2%), and χ_s = 2(⟨n_d↑⟩ − 1/2)/h, χ_c = 2(⟨n_d↑⟩ − 1/2)/Δμ. Averaging (13) over the particle level E_p and the hole level −E_h gives cot δ = ε̃/Γ̃ = −[s(E_p) + s(−E_h)]/2 + (E_p − E_h)/(2Γ̃), and the last term vanishes as ω_N → 0.

With Λ = 3, Γ/D = 0.004 and 260 to 340 kept states, and χ and α, φ in units of 1/Γ:

U/Γ    α       φ       χ_s      χ_c     R = 2/(1+χ_c/χ_s)
0.5    1.014   0.160   0.7483   0.5440  1.158
3      1.535   1.136   1.7026   0.2533  1.741
6      3.813   3.639   4.7514   0.1090  1.955
10     15.366  15.293  19.5477  0.0414  1.996

At U = 0 the extraction returns αΓ = 1.0000 and φΓ = 0.0000. All rows have δ0 = π/2. The entries belong to this D and Λ. At U = 10Γ the wide-band Bethe-ansatz solution gives α = 15.28, χ_s = 19.42, χ_c = 0.0415 and R = 1.9957, so α and χ_s differ from the wide-band limit by 0.5 to 0.7%, while R is unchanged at the digits shown.

Two features of the output need comment. At U = 10Γ, 2(α − φ)/π = 0.0463/Γ differs from the direct χ_c = 0.0414/Γ by 12% of χ_c. This is cancellation: the difference 0.0049/Γ is 0.05% of 2α/π, so an error of that size in α or φ accounts for it. In the Kondo regime χ_c must be taken from ⟨n_d⟩ and not from α − φ. Second, the field-induced change of δ/π lies below that of ⟨n_d↑⟩ by about 0.2% in every row, for example 0.01904 against 0.01908. This is of the order Γ/D expected from A.3, but that origin is a conjecture, since D was not varied.

A.10 Worked example

Take the model parameters Γ = 10 meV, U = 100 meV, D = 2500 meV and g = 2. Dividing the last row by 10 meV gives α = 1.5366, φ = 1.5293, α_S = 1.5399, χ_s = 1.9548 and χ_c = 0.00414, all in 1/meV.

By (12), Γ̃ = 1/1.5366 = 0.6508 meV and Ũ = πφ/α² = 2.0348 meV, against πΓ̃ = 2.0445 meV. The difference is 0.5% of πΓ̃. It equals 1 − φ/α and so carries the cancellation error discussed in A.9; the value from χ_c/χ_s below is 0.4%.

The field run uses h = 0.01952 meV, or B = 0.3373 T. Section A.6 predicts a phase change (1.5366 + 1.5293) × 0.01952 = 0.0598 rad, and the spectrum gives 0.05982 rad. The Kondo scale is k_BT_K = 1/1.9548 = 0.5116 meV, or 5.94 K, and the pinned relation gives π/(4 × 1.5366) = 0.5111 meV.

For γ, 2α_S/π = 0.9803/meV. With 1 meV/k_B = 11.605 K and N_A k_B = 8.314 J/(mol K), equation (5) gives

γ = (π²/3) × 8.314 × 0.9803/11.605 = 2.31 J/(mol K²)

per mole of impurities. With g/2 = 1 and μ_B = 0.05788 meV/T, equation (6) gives

χ = 0.05788 × 1.9548 = 0.113 μ_B/T

per impurity. The three routes to R are

χ_s/(2α_S/π) = 1.9548/0.9803 = 1.994

1 + φ/α = 1 + 1.5293/1.5366 = 1.995

2/(1 + χ_c/χ_s) = 2/1.00212 = 1.996

They agree to 0.1% of R, which is closer than the inputs guarantee: the finite field lowers χ_s by 0.1 to 0.2% (A.9), and α_S differs from α by 0.2% (A.5). The first two cannot resolve 2 − R well, because an error of 0.1% in α changes them by 0.001 to 0.002. The third, which assumes (8), can: 2 − R ≈ 2 × 0.00212 = 0.0042, with the relative error of χ_c/χ_s.

Raising μ by 0.50 meV changes δ by πχ_cΔμ/2 = π × 0.00414 × 0.50/2 = 0.00325 rad according to (7); the spectrum gives 0.00324 rad. A rigid resonance would give arctan(1.5366 × 0.50) = 0.6551 rad, about 200 times more. The resonance lags the Fermi level by 0.00211 meV, and (11) gives 0.0042 × 0.50 = 0.0021 meV. The shift of 0.50 meV is comparable to Γ̃, beyond the range of a single expansion (4). The linear result still applies because (10) can be integrated step by step, re-expanding about each new Fermi level, and α − φ varies with ε_d on the scale of Γ and U. The check output below lists the values behind these checks.

A.11 Where the result changes

For N equivalent flavours at the SU(N)-symmetric point, (4) becomes δ_a = δ0 + αε − φ Σ_(b≠a) δN_b. A common shift μ gives α − (N − 1)φ, so pinning means φ = α/(N − 1). A field with Σ_a μ_a = 0 gives Σ_(b≠a) δN_b = −μ_a and hence α + φ. Then R = 1 + 1/(N − 1) = N/(N − 1), which is 2 only for N = 2. This case is not part of the numerical check. A Hund coupling adds further independent parameters φ.

Overscreened and underscreened impurities have no nondegenerate singlet ground state, so the smooth expansion (3) does not exist. In the mixed-valence regime (9) holds but χ_c is comparable to χ_s, and R lies below 2. For k_BT or h approaching k_BT_K, second-order terms and inelastic scattering enter.

If Δ(ω) varies on a scale W, the local quantities ⟨n_d⟩ and 1/Γ̃ differ from the displaced ones at relative order Γ/W for a level near resonance; for a noninteracting level with Γ ≪ |ε_d| ≪ W the relative difference can reach order |ε_d|/W. If Γ(ω) has a slope of order Γ/W at the Fermi level, the difference in ⟨n_d⟩ gains a logarithm and becomes of order (Γ/W) ln(W/Γ) and (|ε_d|/W) ln(W/|ε_d|) in the two cases. Equations (1) and (5) to (10) then hold for displaced charge and a field acting on all electrons, but not for purely local responses. On the chain of A.3, Δ = V²[ω − i√(4 − ω²)]/2, and (2) gives α = (1 − V²/2)Γ/(ε_d² + Γ²) = 0.875 × 0.25/0.0725 = 3.017, with the factor 0.875 coming from Re Δ′. In DMFT near a Mott transition the bath itself has structure on the quasiparticle scale and responds to the field through self-consistency, so R = 2 cannot be transferred to the lattice susceptibility. If Γ vanishes at the Fermi level, (2) either has no regular expansion (for example Γ ∝ |ω|) or has one with α = 0 (Γ ∝ ω² with the level off resonance), and the construction does not apply as written.

Computed results

```
chain (unit = hopping): L=3000, V=0.5, eps_d=0.1, T=0.005
chain: displaced charge 0.3790, delta/pi 0.3789, alpha 3.0172 /hopping
chain: S/T 3.1580, pi*alpha/3 3.1596 (kB^2/hopping)
NRG: Lambda=3.0, Gamma/D=0.004, kept states 260-340
U=0: alpha*Gamma 1.0000, phi*Gamma 0.0000
U/Gamma=0.5: U/(pi Gamma) 0.1592; following in 1/Gamma
  alpha 1.014, alpha_S 1.014, phi 0.160, phi_same 0.000
  chi_s 0.7483 vs 2(a+p)/pi 0.7471
  chi_c 0.5440 vs 2(a-p)/pi 0.5434
  Friedel field: n-1/2 0.01107, ddelta/pi 0.01105
  Friedel level: n-1/2 0.01360, ddelta/pi 0.01357
  R: chi/gamma 1.160, 1+phi/alpha 1.158, 2/(1+chi_c/chi_s) 1.1581
U/Gamma=3.0: U/(pi Gamma) 0.9549; following in 1/Gamma
  alpha 1.535, alpha_S 1.536, phi 1.136, phi_same 0.002
  chi_s 1.7026 vs 2(a+p)/pi 1.7001
  chi_c 0.2533 vs 2(a-p)/pi 0.2537
  Friedel field: n-1/2 0.01664, ddelta/pi 0.01661
  Friedel level: n-1/2 0.00633, ddelta/pi 0.00632
  R: chi/gamma 1.741, 1+phi/alpha 1.740, 2/(1+chi_c/chi_s) 1.7410
U/Gamma=6.0: U/(pi Gamma) 1.9099; following in 1/Gamma
  alpha 3.813, alpha_S 3.817, phi 3.639, phi_same 0.007
  chi_s 4.7514 vs 2(a+p)/pi 4.7443
  chi_c 0.1090 vs 2(a-p)/pi 0.1103
  Friedel field: n-1/2 0.01869, ddelta/pi 0.01865
  Friedel level: n-1/2 0.00272, ddelta/pi 0.00272
  R: chi/gamma 1.955, 1+phi/alpha 1.955, 2/(1+chi_c/chi_s) 1.9552
U/Gamma=10.0: U/(pi Gamma) 3.1831; following in 1/Gamma
  alpha 15.366, alpha_S 15.399, phi 15.293, phi_same 0.053
  chi_s 19.5477 vs 2(a+p)/pi 19.5182
  chi_c 0.0414 vs 2(a-p)/pi 0.0463
  Friedel field: n-1/2 0.01908, ddelta/pi 0.01904
  Friedel level: n-1/2 0.00104, ddelta/pi 0.00103
  R: chi/gamma 1.994, 1+phi/alpha 1.995, 2/(1+chi_c/chi_s) 1.9958
example: Gamma 10.0 meV, U 100.0 meV, D 2500 meV, g 2.0
alpha 1.5366, alpha_S 1.5399, phi 1.5293 1/meV
Gt 0.6508 meV, Ut 2.0348 meV, pi*Gt 2.0445 meV
chi_s 1.9548, chi_c 0.00414 1/meV, ratio chi_c/chi_s 0.00212
h 0.01952 meV, B 0.3373 T, phase change 0.05982 rad
kB T_K = 1/chi_s 0.5116 meV = 5.937 K
pi/(4 alpha) 0.5111 meV
gamma 2.3107 J/(mol K^2), chi 0.11315 muB/T per impurity
R from chi and gamma 1.994
mu shift 0.50 meV: phase change 0.00324 rad, rigid resonance 0.6551 rad
resonance offset from mu 0.00211 meV
```
